# The Bleustein–Gulyaev Shear Surface Wave on a Metallized 6mm Crystal, part 2

A piezoelectric crystal of class 6mm fills $y>0$, with its $c$ axis along $z$, in the surface. A grounded conducting sheet without mass or stiffness binds a shear wave to the surface. The wave runs along $x$ with wavenumber $\xi=2\pi/\lambda$, angular frequency $\omega$ and speed $v=\omega/\xi$. Units are SI unless stated.

No field varies along $z$, so the shear displacement $u$ along $z$ and the potential $\phi$ separate from the in-plane motion. With $\mathbf E=-\nabla\phi$, $e=e_{15}$ and $\varepsilon=\varepsilon_{11}$, the stress and electric displacement are

$$T_{xz}=c_{44}\,\partial_xu+e\,\partial_x\phi,\qquad T_{yz}=c_{44}\,\partial_yu+e\,\partial_y\phi, \tag{3}$$

$$D_x=e\,\partial_xu-\varepsilon\,\partial_x\phi,\qquad D_y=e\,\partial_yu-\varepsilon\,\partial_y\phi. \tag{4}$$

They obey $\rho\,\partial_t^2u=\nabla\cdot\mathbf T$ and $\nabla\cdot\mathbf D=0$, where $\rho$ is the density. The combination $\psi=\phi-(e/\varepsilon)u$ is harmonic. In terms of it, $\mathbf T=\bar c\,\nabla u+e\nabla\psi$ and $\mathbf D=-\varepsilon\nabla\psi$, with $\bar c=c_{44}+e^2/\varepsilon$.

The depth profiles are $Ae^{-\beta y}$ for $u$ and $Be^{-\xi y}$ for $\psi$, with $\beta^2=\xi^2-\omega^2/v_b^2$, where $v_b$ is the bulk shear speed. Zero traction at $y=0$ requires $\bar c\beta A=-e\xi B$. Zero potential there requires $B=-(e/\varepsilon)A$. Together they give $\beta=k^2\xi$, with $k^2=e^2/(\varepsilon\bar c)$, and

$$\boxed{\,v=v_b\sqrt{1-k^4}\,},\qquad v_b=\sqrt{\bar c/\rho}, \tag{17}$$

$$v^2=\frac{\bar c}{\rho}(1-k^2)(1+k^2)=\frac{c_{44}}{\rho}(1+k^2). \tag{19}$$

With $\theta=\xi x-\omega t$, $g=e^{-\beta y}$ and $h=e^{-\xi y}$, the fields under the sheet are

$$u=A\,g\cos\theta,\qquad \phi=\frac{e}{\varepsilon}A\,(g-h)\cos\theta. \tag{23}$$

In the example, with $\lambda=10$ µm, the wave is slower than the bulk wave by 325 ppm and its decay depth $1/\beta$ is 62 µm. The closing list of values also quotes the unstiffened factor $K^2=e^2/(\varepsilon c_{44})$ and a finite-element (FE) test of (17) at $k^2=0.4$, made in a layer of finite depth, where the second value belongs to a bulk wave.

**Power.** To relate the amplitude to the power carried, start from the energy density $W=\tfrac12\rho(\partial_tu)^2+\tfrac12c_{44}|\nabla u|^2+\tfrac12\varepsilon|\nabla\phi|^2$. Let a dot denote $\partial_t$, and let $\mathbf T=(T_{xz},T_{yz})$. From the constitutive laws (3) and (4),

$$\mathbf T\cdot\nabla\dot u-\nabla\phi\cdot\dot{\mathbf D}=c_{44}\nabla u\cdot\nabla\dot u+\varepsilon\nabla\phi\cdot\nabla\dot\phi, \tag{24}$$

because the two terms in $e\,\nabla\phi\cdot\nabla\dot u$ cancel. Adding $\rho\dot u\ddot u=\dot u\,\nabla\cdot\mathbf T$ and using $\nabla\cdot\dot{\mathbf D}=0$ gives

$$\dot W=\nabla\cdot(\mathbf T\dot u)-\nabla\cdot(\phi\dot{\mathbf D}). \tag{25}$$

The energy flux is therefore $-\mathbf T\dot u+\phi\dot{\mathbf D}$. Its $x$ component needs

$$T_{xz}=\bar c\,\partial_xu+e\,\partial_x\psi=-\xi A\Big(\bar c\,g-\frac{e^2}{\varepsilon}h\Big)\sin\theta,\qquad \dot u=\omega A\,g\sin\theta, \tag{26}$$

$$D_x=-\varepsilon\,\partial_x\psi=-e\,\xi A\,h\sin\theta,\qquad \dot D_x=e\,\xi\omega A\,h\cos\theta. \tag{27}$$

The averages of $\sin^2\theta$ and $\cos^2\theta$ over a period are both $\tfrac12$. The mean flux is

$$\tfrac12\xi\omega A^2\Big[\bar c\,g^2-\frac{e^2}{\varepsilon}gh+\frac{e^2}{\varepsilon}(g-h)h\Big]=\tfrac12\xi\omega A^2\Big[\bar c\,g^2-\frac{e^2}{\varepsilon}h^2\Big]. \tag{28}$$

Integrate over depth with $\int g^2dy=1/(2\beta)$ and $\int h^2dy=1/(2\xi)$, and write $e^2/\varepsilon=k^2\bar c$ and $1/\xi=k^2/\beta$. The power per unit width of the beam is

$$P=\frac{\xi\omega A^2\bar c}{4\beta}(1-k^4)=\frac{\rho\,v\,\omega^2A^2}{4\beta}, \tag{29}$$

where the last step uses $\bar c(1-k^4)=\rho v^2$ and $\xi=\omega/v$.

**Bare surface.** To see what the sheet contributes, remove it and let vacuum fill $y<0$. The potential there is harmonic and decays upward, $\phi=\Phi_0e^{\xi y}\cos\theta$. Continuity of $\phi$ gives $\Phi_0=B+(e/\varepsilon)A$. Inside, $D_y=\varepsilon\xi B\cos\theta$ at the surface; outside, $D_y=-\varepsilon_0\xi\Phi_0\cos\theta$. No charge lies on a bare surface, so the two are equal:

$$\varepsilon B=-\varepsilon_0\Big(B+\frac e\varepsilon A\Big)\quad\Rightarrow\quad B=-\frac{\varepsilon_0}{\varepsilon_0+\varepsilon}\,\frac e\varepsilon A. \tag{30}$$

The traction condition is still $\bar c\beta A=-e\xi B$, and now

$$\beta_{\rm free}=\frac{k^2\xi}{1+\varepsilon/\varepsilon_0},\qquad v_{\rm free}=v_b\sqrt{1-\frac{k^4}{(1+\varepsilon/\varepsilon_0)^2}}. \tag{31}$$

Vacuum shorts the surface potential only weakly when the crystal has a large permittivity, so the wave is bound more loosely.

**Worked example.** The parameters are round values: $c_{44}=120$ GPa, $e_{15}=-0.5$ C/m², relative permittivity $\varepsilon_{11}/\varepsilon_0=9$, density 3300 kg/m³ and wavelength 10 µm. The electric stiffening is $e^2/\varepsilon=3.137$ GPa, so $\bar c=123.137$ GPa and

$$k^2=\frac{3.137}{123.137}=0.02548,\qquad v_b=\sqrt{\frac{123.137\times10^9}{3300}}=6108.5\ \text{m/s}. \tag{32}$$

The surface wave under the ideal sheet has $v=6106.6$ m/s and frequency $v/\lambda=611$ MHz. On the bare surface the reduction is a hundred times smaller, about 3 ppm, and the decay depth is ten times larger, 625 µm. The relative difference that a transducer designer uses, $2(v_{\rm free}-v)/v_{\rm free}$, is 0.064%.

These speeds were also found from the full surface problem, with three displacements and the potential, so that the separation of $u_z$ was not assumed. The further constants were $c_{11}=400$, $c_{12}=140$, $c_{13}=100$, $c_{33}=390$ GPa, $e_{31}=-0.6$, $e_{33}=1.5$ C/m² and $\varepsilon_{33}/\varepsilon_0=10$. The result is 6106.5617 m/s under the sheet, the same for a crystal turned by 25° about $c$, and 6108.5248 m/s on the bare surface. All three agree with (17) and (31) in every digit given.

For a power of 10 mW per mm of width, (29) gives

$$A=\sqrt{\frac{4\beta P}{\rho v\omega^2}}=\sqrt{\frac{4\,(1.601\times10^4)(10)}{3300\,(6106.6)(3.837\times10^9)^2}}=4.65\times10^{-11}\ \text{m}, \tag{33}$$

in SI units, or 0.046 nm. The field at the surface follows from $E_y=-\partial_y\phi$ and has the amplitude $(|e|/\varepsilon)A\xi(1-k^2)$, which is 0.0018 MV/cm. It is the largest field in the crystal. The amplitude of $E_x$ is proportional to $g-h$, which peaks where $h=k^2g$ and there equals $(1-k^2)g<1-k^2$. The amplitude of $E_y$ is proportional to $|h-k^2g|$, which starts at $1-k^2$ and, after changing sign, stays below $k^2$. Against a rough breakdown field of 5 MV/cm the surface field is smaller by a factor of about 2800, so breakdown does not limit the wave at this power.

**An electrode with mass.** A real electrode has a thickness $d$, a shear modulus $m$ and a density $r$. Let it fill $-d<y<0$, still perfectly conducting and grounded. Its displacement obeys $r\ddot u=m\nabla^2u$, so its profile satisfies $U''=-q^2U$ with $q^2=r\omega^2/m-\xi^2$. The top is free, $U'(-d)=0$, and $U(0)=A$. Hence

$$U=A\,\frac{\cos q(y+d)}{\cos qd},\qquad mU'(0)=-m\,q\tan(qd)\,A. \tag{34}$$

This stress must equal that in the crystal, $-\bar c\beta A-e\xi B$, with $B=-(e/\varepsilon)A$ as before:

$$\bar c\,\beta=\frac{e^2}{\varepsilon}\,\xi+m\,q\tan(qd). \tag{35}$$

For a thin film $q\tan(qd)\approx q^2d$, and since $\omega=v\xi$,

$$\frac\beta\xi\approx k^2+\xi d\,\frac{rv^2-m}{\bar c}. \tag{36}$$

The inertia of the film strengthens the binding and its stiffness weakens it. For a light metal with $m=26$ GPa, $r=2700$ kg/m³ and $d=20$ nm, we have $\xi d=0.01257$ and $rv^2=100.7$ GPa. The second term is $0.01257\times74.7/123.1=0.0076$, and $\beta/\xi=0.0331$. The speed reduction relative to the bulk wave is close to half the square of this number. The full condition (35) gives 548 ppm instead of 325 ppm, and a decay depth of 48 µm instead of 62 µm. A film only 1/500 of a wavelength thick thus raises the reduction by 69%.

The reason is that $k^2$ is itself small, so a small mechanical load can rival it. By (36) the two terms are equal for a film of this metal about 67 nm thick at this wavelength. The ideal result (17) requires $\xi d\,|rv^2-m|/\bar c\ll k^2$, which for this metal is much stricter than $\xi d\ll1$. A light, stiff film with $m>rv^2$ makes the second term negative. If that term exceeds $k^2$ in size, $\beta$ is no longer positive and the bound wave is lost.

**Mobile carriers.** A crystal with conductivity $\sigma$ carries a current $\sigma\mathbf E$. For fields varying as $e^{-i\omega t}$, charge conservation turns Gauss's law into $\nabla\cdot(\mathbf D+i\sigma\mathbf E/\omega)=0$, if diffusion is neglected. The derivation then goes through with $\varepsilon$ replaced by $\varepsilon(1+i\delta)$, where $\delta=\sigma/(\omega\varepsilon)$. In the form $v^2=(c_{44}/\rho)(1+k^2)$ of (19), only $k^2=e^2/(\varepsilon c_{44}+e^2)$ depends on $\varepsilon$. To first order in $\delta$ it changes by

$$\Delta k^2=-i\delta\,k^2\,\frac{\varepsilon c_{44}}{\varepsilon c_{44}+e^2}=-i\delta\,k^2(1-k^2). \tag{37}$$

At fixed real frequency $\xi=\omega/v$, so $\Delta\xi/\xi=-\tfrac12\Delta k^2/(1+k^2)$, and the amplitude decays over one wavelength by the exponent

$$2\pi\,\frac{{\rm Im}\,\xi}{\xi}=\pi\delta\,k^2\,\frac{1-k^2}{1+k^2}. \tag{38}$$

With $10^{12}$ carriers per cm³ and a mobility of 300 cm²/Vs, $\delta=0.0157$. The exponent is $1.2\times10^{-3}$, which is 0.010 dB per wavelength, or about 1 dB in a hundred wavelengths. Since $\delta$ is proportional to the carrier density, $10^{14}$ cm⁻³ would give $\delta\approx1.6$, and the crystal could no longer be treated as nearly insulating. Diffusion is measured by $\omega D/v^2$, the rate $D\xi^2$ at which a charge pattern spreads divided by $\omega$. Here $D$ is the diffusion constant of the carriers, not the electric displacement; by the Einstein relation it equals the mobility times $k_BT$ divided by the elementary charge, with $k_B$ Boltzmann's constant and $T$ the temperature. At 300 K the ratio is 0.08, so the neglect is reasonable for an estimate of the loss. The estimate also takes the carriers to be uniform right up to the sheet. A real metal contact can deplete the crystal beneath it: with $10^{12}$ carriers per cm³, a potential drop of 1 V would empty a layer about 32 µm thick, half the decay depth of the wave, and the loss would then be less than half the value given.

**Depth, direction, temperature.** A wafer 500 µm thick is eight decay depths of the metallized wave. At that depth the half-space profile has fallen to $3\times10^{-4}$ of its surface value. Reflection at a bare, stress-free back face raises the amplitude there to about $7\times10^{-4}$, which is still small enough for the half-space result to hold. The same wafer without its sheet is thinner than the free decay depth of 625 µm. The bare-surface result (31) then does not describe it, and the wave must be treated as a mode of a plate.

If the direction of travel is tilted by 1° toward $c$, the bulk shear speed rises by 72.5 ppm with the constants above, which is more than a fifth of the reduction sought. This number concerns the bulk wave alone. The tilted surface wave also mixes with the in-plane motion and has not been calculated. A rough drift of 25 ppm per kelvin over 100 K moves the speed by 2500 ppm, nearly eight times the reduction. Such a drift acts on bulk and surface waves alike as far as it leaves $k^2$ unchanged; a change of $k^2$ with temperature would alter their separation. Retardation enters on the scale $\varepsilon_{11}v^2/(\varepsilon_0c_0^2)$, with $c_0$ the speed of light, which is 0.004 ppm and can be ignored.

**Beside real devices.** The elastic, piezoelectric and dielectric values are rough ones in the range of light wurtzite nitrides used in radio-frequency acoustic filters. Three features are far from usual practice. Nitride films for filters are commonly grown with $c$ normal to the surface, whereas this wave needs a crystal cut or grown with $c$ in the surface. Such films are often about a micrometre thick, far less than the 62 µm the wave needs, so on a foreign substrate the half-space formula does not apply and the substrate must enter the calculation. Electrodes, finally, are often nearer 100 nm than 20 nm. For the same metal and wavelength, (36) then gives $\beta/\xi\approx0.064$ and a reduction of about 2000 ppm, six times the ideal value. With such an electrode the film supplies 0.038 of the 0.064, more than the electric short does; since the reduction goes as the square of the sum, the film term alone would give about 730 ppm and the electric term alone 325 ppm. The speed alone is a poor measure of $k^2$ unless the film is included through (35). The inputs and results of the example are listed in the numerical output below.

## Computed values

```
c44: 120 GPa
e15: -0.5 C/m2
relative eps11: 9
density: 3300 kg/m3
wavelength: 10 um
piezoelectric stiffening e15^2/eps11: 3.1372 GPa
stiffened cbar: 123.137 GPa
k^2 (stiffened): 0.025478
K^2 (unstiffened): 0.026144
k^4: 0.00064911
unstiffened bulk speed: 6030.227 m/s
stiffened bulk speed: 6108.5446 m/s
metallized speed, formula: 6106.5617 m/s
metallized speed, full 3D: 6106.5617 m/s
same, crystal turned 25 deg about c: 6106.5617 m/s
free-surface speed, formula: 6108.5248 m/s
free-surface speed, full 3D: 6108.5248 m/s
metallized speed reduction: 324.61 ppm
coupling 2(vfree-vmet)/vfree: 0.064273 %
frequency: 610.656 MHz
metallized decay depth 1/beta: 62.468 um
free-surface decay depth: 624.68 um
FE test k^2: 0.4
FE lowest (v/v_b)^2, metallized: 0.839997
formula 1-k^4 for FE test: 0.84
FE second (v/v_b)^2: 1.003259
power per aperture: 10 mW/mm
surface displacement amplitude: 0.04646 nm
peak field, at surface: 0.001785 MV/cm
rough breakdown field: 5 MV/cm
peak field / breakdown: 0.000357
electrode thickness: 20 nm
electrode shear modulus: 26 GPa
electrode density: 2700 kg/m3
reduction with electrode: 547.8 ppm
decay depth with electrode: 48.09 um
carrier density: 1e+12 cm^-3
carrier mobility: 300 cm2/Vs
temperature: 300 K
sigma/(omega eps11): 0.0157
carrier loss: 0.0104 dB per wavelength
diffusion ratio omega D/v^2: 0.0798
wafer thickness: 500 um
amplitude left at wafer back: 0.000334
bulk speed shift, 1 deg toward c: 72.5 ppm
rough speed drift per kelvin: 25 ppm/K
temperature span: 100 K
drift over span: 2500 ppm
retardation scale eps_r v^2/c^2: 0.00373 ppm
```
